# Slab or Wire Electrostatics: Mott-Schottky Analysis of a Nanowire Electrode

## What dimensions and symmetry fix

The depletion layer of a doped semiconductor is described by a donor density $N$, a relative permittivity $\kappa$ and a band bending $V$. A wire adds its radius $R$. The algebra uses atomic units, with the elementary charge equal to 1 and the vacuum permittivity equal to $1/4\pi$. In powers of charge and length, $V$ is charge/length, the charge density $N$ is charge/length³, and the capacitance per area $c$ is 1/length. Poisson's equation contains density and permittivity as $N/\kappa$, and the surface charge enters as charge$/\kappa$. If temperature plays no part, dimensions therefore require

$$\frac{cR}{\kappa}=f\!\left(\frac{\kappa V}{NR^2}\right).$$

A planar electrode has no $R$. The radius cancels if $f(x)\propto x^{-1/2}$, which gives $1/c^2\propto V/(\kappa N)$: the straight Mott-Schottky line. That line belongs to a surface with translation symmetry in two directions. A wire has translation symmetry in one direction and rotation symmetry about its axis, so its radius stays in the problem and $f$ has to be calculated.

## The setting and the model

Some electronic-structure programs for charged surfaces offer a choice of dimensionality for the electrostatic problem: two periodic directions for a slab, one for a wire. The same choice arises when an atomistic surface cell is joined to a continuum space-charge layer, because the continuum relates surface field and capacitance to band bending. The question here is when slab electrostatics may stand in for a wire, and what it does to a dopant density read from capacitance.

The wire is long, n-type and uniformly doped, with all donors ionized. Its side wall touches an electrolyte concentrated enough to be an equipotential, and its core is connected to the back contact. Holes and surface states are left out. The electrode potential is $U=U_{\rm fb}+V$, where $U_{\rm fb}$ is the flat-band potential; the potential drop in the Helmholtz layer is neglected at first. Positive $V$ removes electrons from the surface region.

In the depletion approximation the core $r<a$ is neutral and the shell $a<r<R$ holds the bare donor charge $N$.

## Band bending and capacitance of a wire

The charge per length inside radius $r$ is $\pi N(r^2-a^2)$. Gauss's law reads $2\pi r\,\kappa E=4\pi\cdot\pi N(r^2-a^2)$, so

$$E(r)=\frac{2\pi N}{\kappa}\left(r-\frac{a^2}{r}\right).$$

Let the potential be zero in the core and $-V$ at the surface. Then $V=\int_a^R E\,dr$, or

$$V=\frac{2\pi N}{\kappa}\left[\frac{R^2-a^2}{2}-a^2\ln\frac Ra\right].$$

Define $s=a^2/R^2$, so that $\ln(R/a)=-\tfrac12\ln s$. Taking $R^2/2$ out of the bracket gives

$$\frac{V}{V_m}=g(s)=1-s+s\ln s,\qquad V_m=\frac{\pi NR^2}{\kappa}.$$

At $V=V_m$ the core has shrunk to nothing. A planar electrode of unlimited thickness has no such limit.

To solve for $s$, write the relation as $s(\ln s-1)=-(1-V/V_m)$ and set $y=\ln s-1$, so that $s=e\,e^{y}$ with $e$ Euler's number. Then

$$y\,e^{y}=-\frac{1-V/V_m}{e}.$$

As $s$ falls from 1 to 0, $y$ runs from $-1$ to $-\infty$. This selects the lower branch $W_{-1}$ of the Lambert function. With $L=-\ln s=-1-y$,

$$L=-1-W_{-1}\!\left(-\frac{1-V/V_m}{e}\right).$$

The charge per length is $Q=\pi NR^2(1-s)$. Since $dV/ds=V_m(-1+\ln s+1)=V_m\ln s=-V_mL$,

$$\frac{dQ}{dV}=\frac{-\pi NR^2}{-V_mL}=\frac{\kappa}{L}.$$

This is the capacitance per length of a coaxial capacitor with radii $a$ and $R$, because $L=2\ln(R/a)$. Division by the perimeter gives

$$c=\frac{\kappa}{2\pi RL}.$$

In SI units, with $\epsilon_0$ the vacuum permittivity and $e$ now the elementary charge, $V_m=eNR^2/(4\kappa\epsilon_0)$ and $c=2\kappa\epsilon_0/(RL)$.

## What a planar line reads

For a planar layer of width $w$, $V=2\pi Nw^2/\kappa$ and $c=\kappa/(4\pi w)$. Eliminating $w$ gives $1/c^2=8\pi V/(\kappa N)$, so planar analysis assigns the density $8\pi/(\kappa\times\text{slope})$.

For the wire, $1/c^2=(2\pi R/\kappa)^2L^2$. From $ds/dV=-1/(V_mL)$ follows $dL/dV=-(1/s)\,ds/dV=1/(sV_mL)$, and therefore

$$\frac{d(1/c^2)}{dV}=\frac{4\pi^2R^2}{\kappa^2}\,\frac{2}{sV_m}=\frac{8\pi}{\kappa Ns}.$$

The tangent at any bending thus reads

$$N_{\rm app}=Ns=N\left(\frac aR\right)^2.$$

Within the depletion model the planar reading is below $N$ for every $0<V<V_m$. The plot curves upward although the doping is uniform, so curvature alone does not show a doping gradient.

**Small bending.** Put $s=1-\delta$. The expansion of the logarithm gives $V/V_m=\delta^2/2+\delta^3/6+\dots$. With $t=\sqrt{2V/V_m}$, try $\delta=t+bt^2$. The cubic terms require $b+\tfrac16=0$, so

$$\frac{N_{\rm app}}{N}=1-t+\frac{t^2}{6}+\dots,\qquad t=\frac{2w}{R}.$$

The last equality follows from $t^2=2\kappa V/(\pi NR^2)=4w^2/R^2$. Here $w$ is the width that a planar layer would have at the same $V$. The relative error is first order in $w/R$, so it dies away slowly as the wire gets thicker.

**Near full depletion.** The relation $1-V/V_m=s(1+L)$ shows that $N_{\rm app}$ goes to zero as $V\to V_m$. The capacitance also vanishes in this model, but slowly, as $1/L$.

**A fitted line.** Let $y=1/c^2$ be sampled densely and uniformly between $V_1$ and $V_2$, with midpoint $\bar V$ and width $\Delta$. The least-squares slope is $\int(V-\bar V)\,y\,dV$ divided by $\int(V-\bar V)^2dV=\Delta^3/12$. The function $-\tfrac12(V-V_1)(V_2-V)$ has derivative $V-\bar V$ and vanishes at both ends, so integration by parts turns the numerator into $\tfrac12\int(V-V_1)(V_2-V)\,y'\,dV$. Inserting $y'=8\pi/(\kappa Ns)$,

$$\frac{N}{N_{\rm fit}}=\int_{V_1}^{V_2}\frac{6(V-V_1)(V_2-V)}{\Delta^3}\,\frac{R^2}{a^2}\,dV.$$

The weight is positive and integrates to 1, so the fit reports a weighted harmonic mean of the tangent densities.

The flat-band potential suffers too. A least-squares line crosses a convex curve twice inside the window and lies below it outside. At $V=0$ the curve is at zero, so the line is negative there and reaches zero at a positive $V$. The fitted flat-band potential is too positive.

## Mobile electrons

At finite temperature the electron density is $n=Ne^{\phi/kT}$, where $\phi$ is the potential and $kT$ the thermal energy. Poisson's equation becomes $(1/r)(rE)'=(4\pi/\kappa)(N-n)$. Multiply by $\kappa E/4\pi$ and use $E=-\phi'$ and $n\phi'=kT\,n'$:

$$\frac{\kappa}{8\pi}(E^2)'+\frac{\kappa E^2}{4\pi r}=-N\phi'+kT\,n'.$$

Integrate from the axis, where a neutral core has $\phi=0$ and $n=N$, to the surface, where the field is $E_s$ and the density $n_s$:

$$\frac{\kappa E_s^2}{8\pi}+\frac{\kappa}{4\pi}\int_0^R\frac{E^2}{r}dr=NV-kT(N-n_s).$$

The depletion model obeys the same balance without the thermal term. Compare the two at equal charge, hence equal $E_s$. Their fields differ within a few Debye lengths $L_D=\sqrt{\kappa kT/4\pi N}$ of the core edge, by about $4\pi NL_D/\kappa$. The integrals therefore differ by about $(\kappa/4\pi)(4\pi NL_D/\kappa)^2L_D/a=NkT\,L_D/a$. With $n_s\ll N$,

$$V=V_{\rm dep}(Q)+kT\left[1+O(L_D/a)\right].$$

To leading order the depletion formulas hold with $V$ replaced by $V-kT$. This needs a core wider than the Debye length.

Beyond $V_m$ the core is gone and a few electrons remain in a parabolic well, $\phi=-(V-V_m)-\pi Nr^2/\kappa$. Since $\pi N/(\kappa kT)=1/(4L_D^2)$, their number per length is

$$\int_0^\infty 2\pi r\,N e^{-(V-V_m)/kT}e^{-r^2/4L_D^2}dr=\kappa kT\,e^{-(V-V_m)/kT}.$$

The infinite upper limit is allowed when $R\gg2L_D$. The charge $Q$ is $\pi NR^2$ minus this number, so differentiation gives

$$c=\frac{\kappa}{2\pi R}\,e^{-(V-V_m)/kT}.$$

This holds once $V-V_m$ exceeds about $5kT$, so that the electrons hardly affect the potential. For the wire worked out below, the formula is 5 % too high at $5kT$ and improves quickly beyond. In this model an exponential collapse of the capacitance is the sign that the wire is fully depleted, though in a measurement a small parallel capacitance can hide it. Points beyond $V_m$ belong in neither fit.

## A plot that is straight for a wire

Because $g(s)=V/V_m$, the right ordinate for a wire is $g$ itself. From each measured $c$ and the known $R$ compute

$$s=\exp\!\left(-\frac{\kappa}{2\pi Rc}\right),$$

then plot $1-s+s\ln s$ against $U$. The slope is $1/V_m$, so $N=\kappa/(\pi R^2\times\text{slope})$. The line reaches zero near $U_{\rm fb}+kT$.

## A worked case

Take $R=50$ nm, $N=10^{18}$ cm⁻³, $\kappa=8$ and 298.15 K, for which $kT=0.0257$ eV, $L_D=3.37$ nm and $V_m=1.414$ V. The window is 0.2 to 0.8 V of bending, with 13 equally spaced points.

At 0.50 V, $V/V_m=0.354$. The Lambert formula gives $s=0.2878$, and indeed $1-0.2878+0.2878\ln0.2878=0.354$. The core radius is $50\sqrt{0.288}=26.8$ nm. Other bendings follow in the same way:

| $V$ (V) | $a$ (nm) | $c$ (µF/cm²) | $N_{\rm app}/N$ |
|---|---|---|---|
| 0.20 | 36.0 | 0.430 | 0.518 |
| 0.50 | 26.8 | 0.228 | 0.288 |
| 0.80 | 19.4 | 0.149 | 0.150 |

The planar line through these depletion data gives $N_{\rm fit}/N=0.274$ and a flat-band shift of 0.166 V. The weighted mean of $(R/a)^2$ is 3.63, whose inverse is 0.276; the small difference comes from using 13 points instead of dense sampling.

Synthetic data with mobile electrons were obtained by solving the Poisson-Boltzmann equation with finite volumes and Newton iteration. The capacitance at 0.50 V rises to 0.238 µF/cm². The depletion formula taken at $V-kT$ reproduces all 13 capacitances within 0.4 %. The remainder of the thermal shift is 0.77 to 0.78 times $kT\,L_D/a$, which is about 3 mV at the top of the window. At 0.25 V beyond $V_m$ the capacitance is $1.7\times10^{-5}$ µF/cm².

The two analyses of these data give:

- Planar line: $N=2.9\times10^{17}$ cm⁻³ ($2.9\times10^{-7}$ Å⁻³), 71 % below the true value, with its zero at 0.175 V.
- Cylindrical plot: $N=9.98\times10^{17}$ cm⁻³, 0.15 % below the true value, with its zero at 0.027 V.

Subtracting $kT$ from the zeros leaves flat-band errors of 0.150 V and about 2 mV. Doubling the mesh from 2000 to 4000 cells changes either density by less than $10^{-5}$ %.

## Choosing the setting

With $N$, $\kappa$ and the window held fixed, the planar fit to depletion data improves with radius as follows:

| $R$ (nm) | $N_{\rm fit}/N$ |
|---|---|
| 50 | 0.27 |
| 100 | 0.61 |
| 200 | 0.80 |
| 500 | 0.92 |
| 1000 | 0.96 |

The error falls to 10 % at $R=410$ nm. This number can be carried to other wires, because in the depletion model the relative error depends on the window through $V_1/V_m$ and $V_2/V_m$. At 0.8 V, $t=\sqrt{2(0.8)/1.414}=1.064$ for the 50 nm wire, so $w=tR/2=26.6$ nm. The 10 % radius is therefore $410/26.6\approx15$ planar depletion widths, taken at the upper end of a window with $V_1=V_2/4$.

1. **Slab electrostatics for the space charge** is adequate for a 10 % dopant density if $R\gtrsim15\,w(V_2)$ in such a window. If $N$ is known only from a planar fit, the estimated $w$ is too large, since $N_{\rm fit}<N$. The criterion then errs on the safe side.
2. **Wire electrostatics** is needed below that radius. The cylindrical plot applies while $V_2<V_m$, which is the same as $R>\sqrt2\,w(V_2)$, and while the core radius stays above about $3L_D$; closer to full depletion the local slope can be off by 10 % or more. For the example, the first condition means $R>38$ nm.
3. **An atomistic surface cell** may remain a slab if its depth $d$ is small compared with $R$. In a charge-free layer $rE$ is constant, so curvature changes the field across the cell by a fraction of about $d/R$: 4 % for $d=2$ nm and $R=50$ nm. The field imposed on the cell should still come from the wire, $E_s=2\pi NR(1-s)/\kappa$. At 0.8 V this is 0.48 MV/cm, whereas the planar field $2V/w$ is 0.60 MV/cm, 25 % too high.

Lowering the potential window also reduces $w$, but only as $\sqrt V$, and the thermal term then matters more.

## Beside a real electrode

The parameters lie in the regime of a zinc oxide nanowire photoanode in the dark. They are rough values, and doping in particular varies widely between preparations. For this example the radius is the most sensitive input considered. If the capacitance per wire length is measured, $s$ does not depend on the assumed $R$, but $N\propto1/R^2$, so a radius taken 10 % too high lowers $N$ by 17 %. A $\kappa$ taken 10 % too high raises the cylindrical result by 2 to 3 %. Equal numbers of wires 10 % thicker and thinner than the mean, analysed with the mean radius, shift it by −0.9 %. A series Helmholtz capacitance of 10 µF/cm², if ignored, shifts it by +2.9 %. Such wires can have hexagonal sections. A hexagon has a perimeter 5 % longer than a circle of equal area, which raises the apparent density by about 10 % in the limit of a depletion layer much thinner than the wire. Its $V_m$, found from a harmonic expansion, is 2 % lower. In the window used here the sign is reversed: solving the Poisson-Boltzmann equation for the hexagon gives a cylindrical-plot density about 3 % below that of the circle. Surface states are potentially more serious: a density of $1.4\times10^{11}$ cm⁻² eV⁻¹ that follows the measuring signal adds 10 % to $c$ at 0.5 V. If this density is the same at all bendings, it raises the cylindrical result by about 18 %. Capacitance from wire tips or exposed substrate is not included and must be removed first.

The other effects estimated here change the density by about 2 % or less. Donors in the neutral core need not all be ionized, as the model assumes. For isolated donor levels 30 to 60 meV deep, only about a half to a third are. If the donors follow the measuring signal, this moves the zero of the cylindrical plot up by 5 to 11 mV but changes the density by less than 0.1 %. With an electron mass of 0.28 free-electron masses, Fermi statistics adds 1.2 mV to the thermal shift, and confinement raises the lowest electron level in the narrowest core by about 3 meV (a hard wall at $a$ would give 2 meV). One micrometre of wire holds about 7850 donors, a number that fluctuates by 1.1 % if they are placed at random. The fitted density fluctuates more, by about 2 %, because it depends mainly on the donors that the core edge crosses within the window. The mean donor spacing, 10 nm, is three times $L_D$. The smooth donor charge is therefore only an average, and the millivolt corrections given here belong to the model rather than to an individual wire. A bending of 0.8 V is far below the rough 3.3 eV gap, which closes band-to-band tunnelling and leaves carriers too little energy for avalanche. Electron tunnelling through the depletion layer is less remote. Its characteristic energy, $\tfrac12\sqrt{4\pi N/(\kappa m)}$ with $m$ the electron mass, is 12 meV, about half of $kT$. It may add a leakage current, which has to be separated from the capacitance before either plot is drawn.
